# Why NiSi2 Appears Abruptly: Small Driving Force, Large Nucleation Barrier

In the model film treated here, diffusion at 800 K could build a continuous 50 nm layer of NiSi$_2$ in 17 s. Converting half of the film takes $5.7\times10^6$ s, about two months. At 1032 K the half-conversion time has fallen to 30 s, and around this temperature a rise of 27 K carries a 30 s anneal from 10 % to 90 % conversion. The phase is stable throughout this range, so its late and abrupt arrival does not mark a phase boundary. It is kinetic, although the growth of the driving force on heating sharpens it.

The reaction is NiSi + Si → NiSi$_2$. Let $g(T)>0$ be the free energy it releases per formula unit. A small $g$ slows diffusional growth in proportion to $g$, but it raises the nucleation barrier as $1/g^2$, and the barrier stands in an exponent. Two qualifications belong to this explanation. A small $g$ is not enough unless the interface energies are large enough, and diffusion still sets the clock, whose period the barrier multiplies.

## Model and parameters

The algebra uses atomic units with $k_B=1$, so $T$ is an energy; numerical temperatures are in kelvin. The example takes round, illustrative parameters for a nickel silicide film on silicon:

- driving force $g=0.02\ \text{eV}+(2\times10^{-5}\ \text{eV/K})\,T$;
- energy $\gamma=0.015$ eV/Å$^2$ for both new interfaces, NiSi/NiSi$_2$ and NiSi$_2$/Si, and $\gamma_0=0.024$ eV/Å$^2$ for the NiSi/Si interface they replace;
- volume $\Omega=40$ Å$^3$ per NiSi$_2$ unit, with $\ell=\Omega^{1/3}$;
- diffusivity $D=D_0e^{-Q/T}$, with $D_0=10^{-3}$ cm$^2$/s and $Q=1.5$ eV;
- film thickness $d=50$ nm and anneal time 30 s.

Interface energies are isotropic, and the volume change is assumed to relax by atomic transport.

## The barrier

A nucleus at the NiSi/Si interface is a lens made of two spherical caps of radius $R$ and contact angle $\theta$. At its rim the two new interfaces pull against the old one, so $2\gamma\cos\theta=\gamma_0$. Write $c=\cos\theta=\gamma_0/2\gamma$, here 0.8. If $\gamma_0\ge2\gamma$, the new phase wets the interface and this barrier vanishes.

The caps have total area $4\pi R^2(1-c)$ and remove a disc of old interface of area $\pi R^2(1-c^2)$. With $\gamma_0=2\gamma c$ the interface cost is

$$4\pi R^2\gamma(1-c)-2\pi R^2\gamma c(1-c^2)=2\pi R^2\gamma(2-3c+c^3)=4\pi R^2\gamma S,$$

where $S=(2-3c+c^3)/2$. The two caps have volume $2\cdot\frac{\pi}{3}R^3(2-3c+c^3)=\frac{4\pi}{3}R^3S$. The work of forming the lens is therefore

$$W(R)=S\left(4\pi R^2\gamma-\frac{4\pi}{3}R^3\frac{g}{\Omega}\right).$$

Setting $dW/dR=0$ gives $R^*=2\gamma\Omega/g$. At this radius the volume term equals two thirds of the surface term, which leaves

$$W^*=\frac{4\pi}{3}\gamma R^{*2}S=\frac{16\pi}{3}\frac{\gamma^3\Omega^2S}{g^2}.$$

The critical nucleus contains $n^*=\frac{4\pi}{3}R^{*3}S/\Omega=W^*R^*/(\gamma\Omega)=2W^*/g$ formula units.

At 1032 K, $g=0.0406$ eV and $S=0.056$, so

$$W^*=\frac{16.76\times(0.015)^3\times40^2\times0.056}{(0.0406)^2}\ \text{eV}=3.07\ \text{eV}.$$

This is 34.5 times the thermal energy of 0.0889 eV. A numerical search for the saddle point, with lens width and height both free, gives the same barrier. The critical nucleus has 151 units but is only 12 Å high, so sharp interfaces and bulk energies are an approximation.

## The nucleation rate

Let $c_n$ be the number of nuclei of $n$ units per area, $\beta_n$ their attachment rate and $\alpha_n$ their detachment rate. In steady state the same flux passes through every size:

$$I=\beta_nc_n-\alpha_{n+1}c_{n+1}.$$

The equilibrium populations are $c_n^e=Ne^{-W_n/T}$, with $N=1/\ell^2$ sites per area. Detailed balance, $\beta_nc_n^e=\alpha_{n+1}c_{n+1}^e$, turns the flux equation into

$$\frac{I}{\beta_nc_n^e}=\frac{c_n}{c_n^e}-\frac{c_{n+1}}{c_{n+1}^e}.$$

Summed over $n$, the right side telescopes. The ratio $c_n/c_n^e$ is 1 at the smallest size and 0 far beyond the barrier, so

$$I=\left[\sum_n\frac{1}{\beta_nc_n^e}\right]^{-1}.$$

Surface cost grows as $n^{2/3}$ and energy gain as $n$. Matching the height and position of the maximum gives $W_n=W^*[3(n/n^*)^{2/3}-2n/n^*]$, whose second derivative at $n^*$ is $-K$ with $K=2W^*/3n^{*2}$. The sum is dominated by sizes near $n^*$. There $\beta_n\approx\beta^*$, and a Gaussian integral contributes $\sqrt{2\pi T/K}$. Hence

$$I=N\beta^*Ze^{-W^*/T},\qquad Z=\sqrt{\frac{K}{2\pi T}}=\frac{1}{n^*}\sqrt{\frac{W^*}{3\pi T}}.$$

The nucleus has area $A^*=4\pi R^{*2}(1-c)$, which offers $A^*/\ell^2$ sites, each with jump rate $D/\ell^2$. Thus $\beta^*=A^*D/\ell^4$. At 1032 K the formula gives $8.30\times10^{-4}$ nuclei per µm$^2$ per second, and solving the full chain of sizes gives $8.27\times10^{-4}$.

## Growth without a barrier

Suppose now that a continuous NiSi$_2$ layer of thickness $L$ already exists and that nickel is the mobile species. Local equilibrium at the NiSi side requires

$$\mu_{Ni}+\mu_{Si}=G_{NiSi},\qquad \mu_{Ni}+2\mu_{Si}=G_{NiSi_2}.$$

Doubling the first equation and subtracting the second gives $\mu_{Ni}=2G_{NiSi}-G_{NiSi_2}$. At the silicon side $\mu_{Si}=G_{Si}$, so $\mu_{Ni}=G_{NiSi_2}-2G_{Si}$. The drop across the layer is

$$\Delta\mu_{Ni}=2(G_{NiSi}+G_{Si}-G_{NiSi_2})=2g.$$

Nickel has concentration $1/\Omega$ and mobility $D/T$, so its flux is $J=(D/\Omega T)(2g/L)$. Each nickel atom that crosses makes two units: one where it leaves (2NiSi → NiSi$_2$ + Ni) and one where it arrives (Ni + 2Si → NiSi$_2$). Therefore

$$\frac{dL}{dt}=2\Omega J=\frac{4Dg}{TL},\qquad L^2=\frac{8Dgt}{T}.$$

The time to reach the film thickness is $t_{diff}=d^2T/(8Dg)$. Here $d$ also stands for the thickness of the NiSi$_2$ layer. With about 24 Å$^3$ per NiSi, consuming 50 nm of NiSi makes about 83 nm of NiSi$_2$, which would lengthen $t_{diff}$ by a factor of 2.8 and move the 30 s completion found below from 779 to 817 K. At 1032 K, $D=4.7\times10^{-11}$ cm$^2$/s, or 4700 nm$^2$/s, and

$$t_{diff}=\frac{2500\times0.0889}{8\times4700\times0.0406}\ \text{s}=0.15\ \text{s}.$$

Here $g$ enters to the first power. Halving it doubles $t_{diff}$, whereas it quadruples $W^*$.

## From nuclei to a converted film

An island that spans the film spreads sideways. Silicon lies beneath it everywhere, so atoms at its edge need to travel only about the film thickness. Replacing $L$ by $d$ in the growth law gives the scaling estimate $v=4Dg/(Td)$, or 172 nm/s at 1032 K.

A point is still unconverted at time $t$ if no nucleus formed at an earlier time $t'$ within the distance $v(t-t')$. The expected number of such nuclei is

$$\int_0^tI\pi v^2(t-t')^2dt'=\frac{\pi}{3}Iv^2t^3.$$

For independent random nucleation the probability of finding none is the exponential of minus this number. The converted fraction and half-conversion time are

$$X=1-e^{-\pi Iv^2t^3/3},\qquad t_{half}=\left(\frac{3\ln2}{\pi Iv^2}\right)^{1/3}.$$

A simulation of randomly placed growing discs, set up for $X=0.5$, gave 0.499.

Dividing by $t_{diff}$ gives a criterion for which process controls the conversion:

$$\frac{t_{half}}{t_{diff}}=\frac{8Dg}{Td^2}t_{half}=\frac{2vt_{half}}{d}.$$

Nucleation controls when islands spread much farther than half the film thickness before they meet. At 1032 K the oldest islands reach 5.2 µm in 30 s, and the ratio is 206.

The role of diffusion follows from $(vt_{half})^3=3\ln2\,v/(\pi I)$. Inserting $v$ and $I=(ZA^*D/\ell^6)e^{-W^*/T}$ cancels $D$:

$$\frac{t_{half}}{t_{diff}}=\frac{2}{d}\left(\frac{12\ln2\,g\,\Omega^2}{\pi TdZA^*}\right)^{1/3}e^{W^*/3T}.$$

Faster diffusion shortens both times by the same factor, provided one $D$ governs attachment to the nucleus, edge motion and layer growth, as assumed here. If attachment and growth have different diffusivities, the ratio varies as $(D_{growth}/D_{attach})^{1/3}$. What separates them is the barrier factor $e^{11.5}\approx10^5$, reduced by a geometric factor of about 0.002. The separation shrinks on heating:

| $T$ (K) | $W^*$ (eV) | $t_{half}$ (s) | $t_{diff}$ (s) |
|---|---|---|---|
| 800 | 3.91 | $5.7\times10^6$ | 17 |
| 900 | 3.51 | $1.2\times10^4$ | 1.6 |
| 1000 | 3.17 | 106 | 0.24 |
| 1100 | 2.87 | 2.7 | 0.053 |
| 1200 | 2.62 | 0.14 | 0.015 |

## Why the onset is sharp

Define the apparent activation energy of a rate as $E=T^2\,d\ln(\text{rate})/dT$. In the prefactor of $I$, $A^*\propto g^{-2}$ and $Z\propto g^2T^{-1/2}$, so their dependences on $g$ cancel and $DT^{-1/2}$ remains. The exponential contributes $W^*-T\,dW^*/dT$. Since $W^*\propto g^{-2}$, $dW^*/dT=-2W^*g'/g$, and

$$E_I=Q+W^*\left(1+\frac{2Tg'}{g}\right)-\frac{T}{2}.$$

At 1032 K this is 7.64 eV. For the edge speed, $v\propto Dg/T$ gives $E_v=Q+T(Tg'/g-1)=1.46$ eV.

Between $X=0.1$ and $X=0.9$ the exponent $-\ln(1-X)$ grows from 0.105 to 2.303, a change of 3.08 in its logarithm. At fixed time that logarithm changes with temperature at the rate $(E_I+2E_v)/T^2$, so

$$\Delta T\approx\frac{3.08\,T^2}{E_I+2E_v}.$$

Restoring $k_B$, $k_BT^2=0.0889\times1032=91.7$ eV K, and $\Delta T\approx3.08\times91.7/10.56=27$ K.

A layer that needed no nucleation would pass from 10 % to 90 % of the film thickness over 128 K, and would be complete after 30 s at 779 K. That comparison is between thickness in one case and converted area in the other. If $g$ is held constant at its 1032 K value, the nucleated window widens to 38 K. The growth of $g$ on heating thus narrows the window but is not its only source. Of the sum $E_I+2E_v=10.56$ eV, diffusion supplies $3Q=4.5$ eV, because $Iv^2$ contains $D^3$. The barrier supplies $W^*=3.07$ eV, and its fall on heating another 3.12 eV. The remaining terms, of order $T$, subtract 0.13 eV.

## What removes the delay

Changing one factor at a time locates the cause.

**Larger driving force.** With interface energies fixed, multiplying $g$ by 1.87 lets the islands meet after spreading half the film thickness. Control then passes to diffusion, at 757 K, with $g=0.066$ eV and $W^*=1.17$ eV. "Small" therefore has a definite meaning here, and for this film and anneal the margin is less than a factor of two. The margin is not universal: the factor is about 2.7 for a 10 nm film, 1.4 for a 200 nm film, 1.6 for a 1 s anneal and 2.3 for a one-hour anneal. It is also only an estimate, because the law for film-spanning islands reaches its limit when they spread no farther than $d/2$. For $g=0.5$ eV the formula gives a barrier of 0.02 eV at 1032 K, which is no barrier at all.

**Smaller interface energies.** Halving $\gamma$ and $\gamma_0$ at unchanged $g$ lowers $W^*$ eightfold, to 0.38 eV at 1032 K. The island formula would then put half-conversion below the 779 K that diffusion requires, which means that diffusion, not nucleation, sets the limit. The same small driving force no longer causes a nucleation delay.

**Amorphous silicon.** If it adds a rough 0.1 eV per silicon atom to $g$, $W^*$ falls to 0.28 eV and the layer can form at 733 K. The formal critical nucleus has four units, too few for the continuum formula. Taken at face value, with interface energies unchanged, the remaining barrier is about 4 $k_BT$ and no longer controls the conversion. Crystallization of the silicon would compete.

## How far to trust the temperature

On crystalline silicon, NiSi$_2$ typically appears at roughly 700–800 °C. The model's 758 °C lies in that range because its poorly known interface energies were chosen to place it there, so the agreement is not evidence for them. Changing both by +10 % or −10 % moves the onset by +92 or −87 K. That joint change leaves $S$ fixed, and $S$ is steep in $c$, so separate errors matter much more. In the island formula, changing $\gamma_0$ alone by +10 % or −10 % moves the onset by about −230 or +230 K, and changing $\gamma$ alone moves it by about +330 or −290 K, the last case falling below the diffusion limit. Lowering only one of the two new interface energies by 10 % lowers the onset by about 155 K. A hundredfold larger nucleation prefactor lowers it by 38 K, and a threefold error in edge speed moves it by about 20 K. The error could be larger: if the diffusion path at the island rim were of order $2R^*$ rather than $d$, the edge would move 8.5 times faster and the onset would fall by 35 K. Real films also break the assumption of equivalent sites: a 20 % lower barrier at special sites such as grain-boundary junctions, if they were as numerous as ordinary sites, would lower the onset by 64 K. Agglomeration of the NiSi film is a separate failure that the model omits.

The relaxed volume change is a strong assumption. With rough volumes of 24 Å$^3$ for NiSi and 20 Å$^3$ for Si, the product is 9.1 % smaller than the reactants, a linear misfit $\epsilon=0.030$. Consider a spherical inclusion with bulk modulus $B$ and shear modulus $G$ equal to those of its surroundings. If the wall strain is $a$, the elastic energy per inclusion volume is $\frac92B(\epsilon-a)^2+6Ga^2$. It is least at $a=3B\epsilon/(3B+4G)$, where it equals $18BG\epsilon^2/(3B+4G)$. For $B=100$ GPa and $G=60$ GPa this is 0.18 GPa, or 0.050 eV for the 44 Å$^3$ of reactants that make one unit (0.046 eV if $\Omega=40$ Å$^3$ is used), more than the driving force of 0.041 eV at 1032 K. Without relaxation such a nucleus could not grow. If 20 % of the misfit remains, 4 % of this energy remains, and the onset rises by 32 K.

Steady nucleation is a safe assumption here: its start-up time at 1032 K is of order $10^{-4}$ s, far shorter than the anneal.

## Consequences for process design

**Limit temperature before time.** In this model, cooling from 1000 to 900 K lengthens $t_{half}$ by a factor of about 110. Shortening an anneal helps as well, since $X\propto t^3$ at small conversion. At 1000 K, 30 s converts $0.69\times(30/106)^3\approx1.6$ % of the area.

**Do not transfer a blanket-film result directly to small contacts.** The law for $X$ assumes that islands can enter from outside. An isolated contact of area $A$ converts only if a nucleus forms within it, with probability $1-e^{-IAt}$. At 1032 K, $It=0.025$ per µm$^2$ after 30 s. A contact of 0.1 µm × 0.1 µm then converts with probability $2.5\times10^{-4}$, while half of a blanket film has converted. That is still about 250 converted contacts per million, so a circuit with many contacts needs a lower temperature than this. The benefit also requires that contact edges and corners do not nucleate the phase more easily.

**Reduce $g$ by alloying the monosilicide.** Platinum dissolves in NiSi but hardly in NiSi$_2$. If it replaces a fraction $x$ of the nickel and mixes ideally, the chemical potential of NiSi falls by $-T\ln(1-x)$, and $g$ falls by the same amount. For $x=0.05$ at 1032 K this is $0.0889\times0.051=0.0046$ eV, 11 % of $g$, which raises $W^*$ by about 27 %. Solving the half-conversion condition with $g$ reduced by $-T\ln(1-x)$ at every temperature, the onset rises by about 80 K. The estimate holds fixed the interface energies, the diffusivity and the platinum fraction of the remaining NiSi, although rejected platinum would enrich it. It also neglects the time needed to move that platinum.

The complete numerical output follows.

## Numbers as computed

```
film thickness 50 nm, anneal 30 s
gamma 0.015, gamma0 0.024 eV/A^2
gamma 0.24, gamma0 0.38 J/m^2
contact angle 36.9 deg
shape factor S 0.0560
half-conversion temperature 1032 K = 758 C
kT there 0.0889 eV
driving force g there 0.0406 eV per unit
barrier W: formula 3.0689, saddle search 3.0689 eV
W/kT 34.5, W/3kT 11.5
critical cap radius 29.5 A, base radius 17.7 A
full lens height 11.8 A
critical size 151 formula units
Zeldovich factor 0.0127, attachment rate 7.53e+06 1/s
nucleation rate: formula 8.301e-04 per um^2 s
nucleation rate: chain   8.267e-04 per um^2 s
activation energy of I: formula 7.64, chain 7.64 eV
activation energy of edge speed 1.46 eV
diffusivity there 4.70e-11 cm^2/s
layer time: formula 0.145, hops 0.146 s
edge speed 172 nm/s
oldest island radius at 30 s 5.16 um
rate times anneal 0.0249 nuclei per um^2
t_half/t_diff there 206
random-disc converted fraction 0.499 (law 0.500)
T 800 K: W 3.91 eV, t_half 5.68e+06 s, t_diff 1.68e+01 s
T 900 K: W 3.51 eV, t_half 1.18e+04 s, t_diff 1.60e+00 s
T 1000 K: W 3.17 eV, t_half 1.06e+02 s, t_diff 2.44e-01 s
T 1100 K: W 2.87 eV, t_half 2.66e+00 s, t_diff 5.26e-02 s
T 1200 K: W 2.62 eV, t_half 1.40e-01 s, t_diff 1.46e-02 s
10-90% window, nucleated: 26.6 K (formula 26.8 K)
10-90% window, constant g: 38.2 K
10-90% window, layer without barrier: 128 K
full layer without barrier at 779 K = 506 C
control changes at g times 1.87, 757 K
g at that change 0.0659 eV
W at that change 1.17 eV
W at 1032 K if g were 0.5 eV: 0.0203 eV
W at 1032 K, interface energies halved: 0.38 eV
amorphous Si (+0.1 eV): layer at 733 K
  W 0.28 eV, critical size 4.1 units
volume loss 9.1 %, unrelaxed strain 0.0504 eV/unit
shift, 20% of misfit unrelaxed: +32 K
shift, interface energies +10%: +92 K, -10%: -87 K
shift, nucleation prefactor x100: -38 K
shift, edge speed x3: -19 K, /3: +20 K
shift, barrier -20% at special sites: -64 K
start-up time of nucleation 1.3e-04 s
```
